# Second-order spin-orbit zero-field splitting of orbitally nondegenerate spin multiplets

A spin multiplet without orbital degeneracy has no first-order spin-orbit splitting, so its spin-orbit zero-field splitting starts at second order, as a sum over other states. It is tempting to keep only the states with the same spin $S$, or to give every state the same factor $-1/S^2$. Both choices fail. For the model triplet of H2CO treated at the end, the triplet states alone give $D/h=-11.35$ GHz and $E/h=-0.91$ GHz, while the full second-order sum gives $-15.05$ GHz and $-0.21$ GHz. Both choices also predict anisotropy where none can exist, as two electrons already show.

## 1. Two electrons and one excitation

Spin operators are dimensionless (units of $\hbar$) throughout. The spin-orbit operator is
$$H_{SO}=\sum_{k=x,y,z}T^k_k,\qquad T^k_a=\sum_i h_k(i)\,s_a(i),$$
where $h_k$ acts on spatial coordinates and carries joules. In the one-electron Breit–Pauli form,
$$\mathbf h=\sum_A\frac{Z_Ae^2\hbar}{8\pi\varepsilon_0m_e^2c^2}\,\frac{\mathbf r_A\times\mathbf p}{r_A^3}.$$
Since $\mathbf p=-i\hbar\nabla$, each $h_k$ is Hermitian and imaginary: between real orbitals its matrix is $i$ times a real antisymmetric matrix, with zero diagonal.

Take a triplet with electrons in real orbitals $u$ and $w$, and let the only nonzero element be $\langle v|h_z|u\rangle=i\eta$ (with its conjugate). Then $H_{SO}$ moves the first electron from $u$ to $v$ and multiplies by $i\eta\,s_z(1)$. The configuration $vw$ has a triplet at $\Delta_T$ and a singlet at $\Delta_S$ above the reference. Acting on the spin functions,
$$s_z(1)\,\alpha\alpha=\tfrac12\alpha\alpha,\qquad s_z(1)\,\beta\beta=-\tfrac12\beta\beta,\qquad s_z(1)\frac{\alpha\beta+\beta\alpha}{\sqrt2}=\tfrac12\,\frac{\alpha\beta-\beta\alpha}{\sqrt2}.$$
The levels $M=\pm1$ couple only to the triplet and drop by $\eta^2/4\Delta_T$. The level $M=0$ couples only to the singlet and drops by $\eta^2/4\Delta_S$. With $H_{\rm eff}=C+D_{zz}S_z^2$,
$$D_{zz}=E(\pm1)-E(0)=-\frac{\eta^2}{4\Delta_T}+\frac{\eta^2}{4\Delta_S}.$$

Test on a limit. If $\Delta_S=\Delta_T=\Delta$, the second-order operator is $-\eta^2s_z(1)^2/\Delta=-\eta^2/4\Delta$, a constant, so no splitting is possible. The two terms cancel because their signs are opposite. A common sign would give $-\eta^2/2\Delta$, and the triplet term alone would give $-\eta^2/4\Delta$.

## 2. The effective Hamiltonian

Let $H=H_0+H_{SO}$, with $H_0$ real and spin-free. Its eigenstates form multiplets $|\nu S'M'\rangle$ with projectors $P_\nu$. The reference $|0SM\rangle$, with energy $E_0$ and projector $P_0$, is assumed orbitally nondegenerate: these $2S+1$ states are the only ones at $E_0$. With $Q=1-P_0$, the $Q$ part of $H\psi=E\psi$ gives $Q\psi=(E-QHQ)^{-1}QH_{SO}P_0\psi$, and the $P_0$ part becomes
$$\left[E_0+P_0H_{SO}P_0+P_0H_{SO}Q\,(E-QHQ)^{-1}QH_{SO}P_0\right]P_0\psi=E\,P_0\psi .$$
The last term already holds two factors of $H_{SO}$, so to second order the inverse is replaced by $(E_0-QH_0Q)^{-1}=-\sum_\nu P_\nu/\Delta_\nu$, with $\Delta_\nu=E_\nu-E_0$. Measured from $E_0$,
$$H_{\rm eff}=P_0H_{SO}P_0-\sum_{\nu\ne0}\frac{P_0H_{SO}P_\nu H_{SO}P_0}{\Delta_\nu}.$$
This requires the coupling elements to be small against $|\Delta_\nu|$. It does not require $\Delta_\nu>0$: "excited" means any other multiplet, including those below the reference.

## 3. What spin rotation fixes

Because $\mathbf S=\sum_j\mathbf s(j)$, spins of different electrons commute, and $h_k$ commutes with spin,
$$[S_c,T^k_b]=i\sum_a\epsilon_{cba}T^k_a .$$
Only this relation, Hermiticity and the imaginary character of the spatial factor are used below, so the result also covers mean-field operators and the two-electron spin-orbit terms, which are linear in spin.

The spin index of $T^k_a$ can be treated as a particle of spin 1. Take three basis vectors $e_x,e_y,e_z$ and matrices $(L_c)_{ab}=-i\epsilon_{cab}$. Using $\epsilon_{cad}\epsilon_{edb}=\epsilon_{dca}\epsilon_{dbe}=\delta_{cb}\delta_{ae}-\delta_{ce}\delta_{ab}$ (sum over $d$),
$$(L_cL_e)_{ab}=\delta_{ce}\delta_{ab}-\delta_{cb}\delta_{ae}.$$
Summing over $c=e$ gives $\mathbf L^2=3-1=2$. The commutator is $\delta_{ca}\delta_{eb}-\delta_{cb}\delta_{ea}=\sum_f\epsilon_{cef}\epsilon_{fab}=i\sum_f\epsilon_{cef}(L_f)_{ab}$, so $\mathbf L$ is an angular momentum of spin 1. The vectors $e_0=e_z$ and $e_{\pm1}=\mp(e_x\pm ie_y)/\sqrt2$ are eigenvectors of $L_z$ with eigenvalues $0,\pm1$, as follows from $(L_z)_{xy}=-i$, $(L_z)_{yx}=i$.

For a fixed multiplet $\nu$ of spin $S'$, define the linear map
$$W_k\,(e_a\otimes|M\rangle)=P_\nu T^k_a|0SM\rangle .$$
Since $P_\nu$ commutes with $\mathbf S$,
$$S_cW_k(e_b\otimes|M\rangle)=P_\nu T^k_bS_c|0SM\rangle+i\sum_a\epsilon_{cba}P_\nu T^k_a|0SM\rangle .$$
The first term is $W_k(e_b\otimes S_c|M\rangle)$. The second is $W_k(L_ce_b\otimes|M\rangle)$, because $L_ce_b=-i\sum_a\epsilon_{cab}e_a=i\sum_a\epsilon_{cba}e_a$. Hence $S_cW_k=W_kJ_c$ with $\mathbf J=\mathbf L+\mathbf S$.

In the product space, $J_z=S+1$ occurs once, $J_z=S$ twice, $J_z=S-1$ three times (for $S\ge1$), and never more often. Each increase starts one new multiplet, so $J=S+1,S,S-1$ each occur exactly once. Let $\Pi_J$ be their projectors. From $W_k\mathbf J^2=\mathbf S^2W_k=S'(S'+1)W_k$ it follows that $W_k\Pi_J=0$ unless $J=S'$. This is the selection rule $S'=S,S\pm1$.

The adjoint relation is $J_cW_k^\dagger=W_k^\dagger S_c$, so $W_k^\dagger W_l$ commutes with every $J_c$. Applied to $|JJ\rangle$ with $J=S'$, it returns a vector with the same $\mathbf J^2$ and $J_z$, which must be a multiple $\lambda_{kl}|JJ\rangle$ since $J$ occurs once. Applying $J_-$ repeatedly carries the same number to the whole multiplet. Therefore $W_k^\dagger W_l=\lambda_{kl}\Pi_{S'}$, which is Schur's lemma in this setting. Now $P_\nu H_{SO}|0SM\rangle=\sum_lW_l(e_l\otimes|M\rangle)$, and so
$$P_0H_{SO}P_\nu H_{SO}P_0=\sum_{kl}\lambda_{kl}\,(\Pi_{S'})_{kl},$$
where $(\Pi)_{kl}$ is the spin operator that forms the $kl$ block of the projector.

## 4. The three projectors

Let $X=\mathbf L\cdot\mathbf S=\tfrac12[\mathbf J^2-2-S(S+1)]$. Its eigenvalues are $S$, $-1$, $-(S+1)$ for $J=S+1,S,S-1$. Its blocks are
$$X_{ab}=-i\sum_c\epsilon_{cab}S_c=-[S_a,S_b],$$
$$(X^2)_{ab}=\sum_{ce}(L_cL_e)_{ab}S_cS_e=S(S+1)\delta_{ab}-S_bS_a .$$
Each projector is the product of the factors that vanish on the other two eigenvalues, divided by its value on its own eigenvalue.

For $J=S$ the factors are $(X-S)(X+S+1)=X^2+X-S(S+1)$, with value $-S(S+1)$ at $X=-1$. The block of the numerator is $-S_bS_a-[S_a,S_b]=-S_aS_b$, so
$$(\Pi_S)_{ab}=\frac{S_aS_b}{S(S+1)} .$$
For $J=S+1$ the factors are $(X+1)(X+S+1)=X^2+(S+2)X+S+1$, with value $(S+1)(2S+1)$ at $X=S$. For $J=S-1$ they are $(X+1)(X-S)=X^2+(1-S)X-S$, with value $(-S)(-2S-1)=S(2S+1)$ at $X=-(S+1)$. Only the parts symmetric in $a,b$ will be needed. $X_{ab}$ is antisymmetric, and the symmetric part of $S_bS_a$ is $A_{ab}=\tfrac12\{S_a,S_b\}$. The constants are $S(S+1)+(S+1)=(S+1)^2$ and $S(S+1)-S=S^2$:
$$\Pi_S^{\rm sym}=\frac{A_{ab}}{S(S+1)},\quad \Pi_{S+1}^{\rm sym}=\frac{(S+1)^2\delta_{ab}-A_{ab}}{(S+1)(2S+1)},\quad \Pi_{S-1}^{\rm sym}=\frac{S^2\delta_{ab}-A_{ab}}{S(2S+1)} .$$

Test. The three must add to the identity. The $\delta_{ab}$ terms give $(S+1)/(2S+1)+S/(2S+1)=1$. The $A_{ab}$ terms give $[(2S+1)-S-(S+1)]/[S(S+1)(2S+1)]=0$. This sum rule is the reason for the opposite signs: the $A_{ab}$ part of the same-spin projector is cancelled by the $A_{ab}$ parts of the two spin-changing projectors together. The actual channel contributions carry their own $\lambda_{kl}/\Delta_\nu$ and need not cancel.

## 5. Fixing $\lambda_{kl}$ by one matrix element

Define $T^k_0=T^k_z$ and $T^k_{\pm1}=\mp(T^k_x\pm iT^k_y)/\sqrt2$, and set $m=S'-S$. The vector $e_m\otimes|S\rangle$ has $J_z=S'$, so its image is the top state of $\nu$:
$$W_k(e_m\otimes|S\rangle)=c^\nu_k|\nu S'S'\rangle,\qquad c_k^\nu=\langle\nu S'S'|T^k_m|0SS\rangle .$$
The expectation value of $W_k^\dagger W_l$ in this vector gives $c_k^{\nu*}c_l^\nu=\lambda_{kl}\,w_m$, with $w_m=\langle\Pi_{S'}\rangle$.

For $m=+1$ the vector has $J_z=S+1$, which exists only in $J=S+1$, so $w_{+1}=1$. For $m=0$, $w_0=\langle S|S_z^2|S\rangle/[S(S+1)]=S/(S+1)$. For $m=-1$, $\langle X\rangle=\langle L_zS_z\rangle=-S$, the ladder parts having no diagonal element. With $e=e_{-1}$, $\sum_{ab} e_a^*e_bS_bS_a=(e\cdot\mathbf S)(e^*\cdot\mathbf S)=S_-S_+/2$, which annihilates $|S\rangle$, so $\langle X^2\rangle=S(S+1)$. Then
$$w_{-1}=\frac{S(S+1)-(1-S)S-S}{S(2S+1)}=\frac{2S^2-S}{S(2S+1)}=\frac{2S-1}{2S+1}.$$
These weights are the squared Clebsch–Gordan coefficients $\langle 1m;SS|S'S'\rangle^2$.

In a basis of determinants built from real orbitals, $H_0$, $\mathbf S^2$ and $S_z$ are real matrices that commute, so every $|\nu S'S'\rangle$ can be chosen real. The one-electron matrices of $s_z$ and $s_{\pm1}$ are real and that of $h_k$ is imaginary, so $c_k^\nu=ir_k$ with real $r_k$. Two things follow. First, $\lambda_{kl}=r_kr_l/w_m$ is real and symmetric, so the antisymmetric parts of the projectors drop out of $\sum_{kl}\lambda_{kl}\Pi_{kl}$. Those parts are linear in $\mathbf S$ and would act as a magnetic field. Second, for $\nu=0$ the element $\langle0SS|T^k_z|0SS\rangle$ is imaginary and is also the expectation value of a Hermitian operator, hence zero. Then $\lambda_{kk}=0$, $W_k^\dagger W_k=0$, $W_k=0$, and the first-order term $P_0H_{SO}P_0$ vanishes.

## 6. The tensor

Collect each spin channel in the real symmetric matrix
$$M^{(S')}_{kl}=\sum_{\nu\neq0,\;S_\nu=S'}\frac{c_k^{\nu*}c_l^\nu}{\Delta_\nu}.$$
The channel contributes $-w_m^{-1}\sum_{kl}M_{kl}\Pi^{\rm sym}_{kl}$, and $\sum_{kl} M_{kl}A_{kl}=\sum_{kl} M_{kl}S_kS_l$ because $M$ is symmetric. The coefficients of $M_{kl}S_kS_l$ are
$$-\frac{S+1}{S}\cdot\frac1{S(S+1)}=-\frac1{S^2},\qquad +\frac1{(S+1)(2S+1)},\qquad +\frac{2S+1}{2S-1}\cdot\frac1{S(2S+1)}=\frac1{S(2S-1)},$$
and those of $\operatorname{tr}M$ are $0$, $-(S+1)/(2S+1)$ and $-\frac{2S+1}{2S-1}\cdot\frac{S}{2S+1}=-S/(2S-1)$. Thus $H_{\rm eff}=C+\sum_{kl}D_{kl}S_kS_l$ with
$$D=-\frac{M^{(S)}}{S^2}+\frac{M^{(S+1)}}{(S+1)(2S+1)}+\frac{M^{(S-1)}}{S(2S-1)},$$
$$C=-\frac{S+1}{2S+1}\operatorname{tr}M^{(S+1)}-\frac{S}{2S-1}\operatorname{tr}M^{(S-1)} .$$

The signs have a direct reading. A state of the same spin, lying above and coupled through $h_z$, pulls down the levels of largest $|M|$ and favours alignment along $z$. A state of spin $S\pm1$, likewise above and coupled through $h_z$, pulls down the levels of smallest $|M|$ most. For large $S$ the prefactors tend to $-1/S^2$, $1/2S^2$, $1/2S^2$: the component of $\mathbf h$ along the spin direction keeps $S$, and the two transverse components raise or lower it.

Two notational traps exist. Since $T^k_x,T^k_y$ are Hermitian, $(T^k_{+1})^\dagger=-T^k_{-1}$ and $(T^k_{-1})^\dagger=-T^k_{+1}$. So $c_k^*c_l=-\langle0SS|T^k_{-m}|\nu S'S'\rangle\langle\nu S'S'|T^l_{m}|0SS\rangle$ for $m=\pm1$, and written with such products all three terms of $D$ show a minus sign, with the same content. With ladder operators $T_\pm=T_x\pm iT_y$ and absolute squares, the spin-changing prefactors carry an extra $\tfrac12$ and remain positive.

Adding $t\,\delta_{kl}$ to $D$ shifts all levels by $tS(S+1)$, so only the traceless part splits them. In principal axes, writing $S_{x,y}^2=\tfrac12(S_x^2+S_y^2)\pm\tfrac12(S_x^2-S_y^2)$ and $S_x^2+S_y^2=S(S+1)-S_z^2$ gives $DS_z^2+E(S_x^2-S_y^2)$ plus a constant, with
$$D=D_{zz}-\tfrac12(D_{xx}+D_{yy}),\qquad E=\tfrac12(D_{xx}-D_{yy}).$$

## 7. Tests of the general formula

The two-electron case has $S=1$, with prefactors $-1$, $+1/6$, $+1$. The triplet element is $c_z=i\eta/2$. For the singlet, $s_{-1}(1)\alpha\alpha=\beta\alpha/\sqrt2$, whose overlap with $(\alpha\beta-\beta\alpha)/\sqrt2$ is $-\tfrac12$, so $c_z=-i\eta/2$. This gives $D_{zz}=-\eta^2/4\Delta_T+\eta^2/4\Delta_S$ and $C=-\eta^2/4\Delta_S=E(0)$, as in section 1.

The cancellation must hold for any $S$ when one electron is excited beside a spectator spin $j$ and both resulting multiplets share one $\Delta$, since again $s_z^2=\tfrac14$. Take $j=S-\tfrac12$, so $|SS\rangle=|j,\alpha\rangle$, the first label being the spectator projection. Then $|c^{(S)}|^2=\eta^2/4$. The operator $T_{-1}$ produces $i\eta|j,\beta\rangle/\sqrt2$. The state $|S,S-1\rangle=S_-|SS\rangle/\sqrt{2S}$ has squared overlap $1/2S$ with $|j,\beta\rangle$, and the rest belongs to spin $S-1$, so $|c^{(S-1)}|^2=\tfrac{\eta^2}2\cdot\frac{2S-1}{2S}$. Hence
$$D_{zz}\Delta=-\frac{\eta^2}{4S^2}+\frac{\eta^2(2S-1)}{4S\cdot S(2S-1)}=0 .$$
Now take $j=S+\tfrac12$. The state $|SS\rangle$ is orthogonal to $S_-|j,\alpha\rangle=\sqrt{2j}\,|j-1,\alpha\rangle+|j,\beta\rangle$, so $|SS\rangle=(\sqrt{2j}\,|j,\beta\rangle-|j-1,\alpha\rangle)/\sqrt{2j+1}$. Then $\langle s_z\rangle=\tfrac12(1-2j)/(2j+1)=-S/[2(S+1)]$ and $|c^{(S)}|^2=\eta^2S^2/[4(S+1)^2]$. Also $s_+|SS\rangle=\sqrt{2j/(2j+1)}\,|j,\alpha\rangle$, so $|c^{(S+1)}|^2=\tfrac{\eta^2}2\cdot\frac{2S+1}{2S+2}$, and
$$D_{zz}\Delta=-\frac{\eta^2}{4(S+1)^2}+\frac{\eta^2(2S+1)}{4(S+1)\cdot(S+1)(2S+1)}=0 .$$
These two limits test the ratios of the three prefactors.

For $S=\tfrac12$ no $S-1$ multiplet exists, so that term is absent rather than infinite, and $A_{kl}=\delta_{kl}/4$ makes $H_{\rm eff}$ a constant, as Kramers degeneracy demands. For $S=0$ only $S'=1$ remains and the shift is $C=-\operatorname{tr}M^{(1)}$.

The formula was also compared numerically with the explicit sum over all eigenstates, as a full $(2S+1)\times(2S+1)$ matrix, in models of five or six electrons with random real spin-free integrals and random imaginary $h_k$. The largest deviation of a matrix element, divided by the largest element of the explicit sum, was $2.9\times10^{-15}$, $3.8\times10^{-12}$, $5.4\times10^{-12}$ and $1.2\times10^{-14}$ for $S=\tfrac12,1,\tfrac32,2$.

The result does not apply to an orbitally degenerate or nearly degenerate reference, which holds more than one multiplet. First-order terms can then survive between the orbital partners (they can within a cubic $t_2$ set of d orbitals or an axial pair $d_{xz},d_{yz}$, but not within the cubic $e$ pair $d_{z^2},d_{x^2-y^2}$), or a denominator can be too small. The effective Hamiltonian has to be built and diagonalized for all the close states together. It also omits the direct spin-spin coupling, which adds to $D$ at first order, and operators of rank four in $\mathbf S$, which are possible for $S\ge2$ and arise at higher order.

## 8. Worked example: the lowest triplet of H2CO

The chosen geometry, roughly that of the planar molecule, is C $(0,0,0)$, O $(0,0,121)$, H $(0,\pm94,-58)$ in pm, so $z$ lies along C=O and $x$ is normal to the plane. Values were computed numerically in the STO-3G basis with restricted Hartree–Fock orbitals and full configuration interaction of six electrons in six orbitals (924 determinants). The spin-orbit operator is the bare-nucleus form of section 1. With lengths in units of $a_0=5.291772\times10^{-11}$ m it is $K\sum_AZ_A\,\boldsymbol\rho_A\times(-i\nabla_\rho)/\rho_A^3$, where $K=e^2\hbar^2/(8\pi\varepsilon_0m_e^2c^2a_0^3)=1.16081\times10^{-22}$ J. Its integrals agree with grid quadrature to $6.2\times10^{-9}$ of the largest integral. Unscreened nuclei make the coupling too strong, and the small active space distorts the gaps. The $n\pi^*$ triplet lies 4.809 eV above the closed-shell singlet and the $\pi\pi^*$ triplet 0.916 eV above the $n\pi^*$ one, whereas twelve electrons in all ten valence orbitals of the same basis give 3.709 and 2.485 eV. The result found below, $D/h=-15.05$ GHz and $E/h=-0.21$ GHz, is correspondingly far from converged. The larger active space gives $-9.76$ and $-0.37$ GHz. The cc-pVDZ basis with six electrons in six orbitals gives $-14.20$ and $-0.26$ GHz. A mean-field operator that includes the two-electron screening reduces the oxygen $2p$ element to 0.60 of its bare value and gives $-5.53$ and $-0.08$ GHz. Stretching C=O from 121 to 125 pm lowers the $\pi\pi^*$ gap to 0.601 eV and gives $D/h=-24.59$ GHz. The example therefore illustrates the formula and does not predict a spectrum; the digits shown belong to this model only. Energies are converted with $h\times1\ \text{GHz}=6.62607\times10^{-25}$ J.

The active orbitals have symmetries $a_1,b_1,b_2,b_1,a_1,b_2$ (here $\sigma,\pi,n,\pi^*$ and two $\sigma^*$). The reference occupations are 2.00, 1.97, 1.00, 1.03, 0.00, 0.00, an $n\pi^*$ triplet. Its spatial symmetry is $b_2\times b_1=A_2$. The sums run over the other 188 triplets, the 35 quintets and the 175 singlets of the active space. Since $h_x,h_y,h_z$ transform as the rotations $B_2,B_1,A_2$, only states of $B_1$, $B_2$ and $A_1$ symmetry, respectively, have nonzero elements, the $A_2$ states contribute nothing, and $C_{2v}$ symmetry makes $D$ diagonal in $x,y,z$. The four largest single terms, and the largest quintet term, are as follows.

The $\pi\pi^*$ triplet, reached by $\pi\to n$ through $h_z$:
$$\frac{D_{zz}}h=-\frac{(1.1139\times10^{-21})^2}{(1.4675\times10^{-19})(6.62607\times10^{-25})}\ \text{GHz}=-12.76\ \text{GHz}.$$
The closed-shell singlet lies below, at $\Delta=-7.7054\times10^{-19}$ J ($-4.809$ eV), with $|c_z|=1.5832\times10^{-21}$ J. Its prefactor is $+1$ but its denominator is negative, so $(1.5832\times10^{-21})^2/(-7.7054\times10^{-19})$ J adds $-4.91$ GHz to $D_{zz}/h$. Leaving out this state below the reference would lose about a third of $D_{zz}$ in this example. All other singlets together add $+2.68$ GHz to $D_{zz}/h$, the largest single contribution being $+1.61$ GHz from a state at 10.741 eV.

The excitation $\sigma\to n$ through $h_x$ repeats section 1. Its triplet has $|c_x|=1.0880\times10^{-21}$ J at 4.303 eV and gives $-2.59$ GHz. Its singlet has $|c_x|=1.0831\times10^{-21}$ J at 5.582 eV and gives $+1.98$ GHz. The elements are nearly equal, and what survives comes mostly from the difference of the gaps.

The largest quintet term is $\tfrac16(8.3652\times10^{-22})^2/(3.4400\times10^{-18})$ J, or $+0.0512$ GHz in $D_{xx}/h$. It is small because of the factor $1/6$ and the gap of 21.471 eV.

The channel sums, in GHz, are:

| $S'$ | $D_{xx}/h$ | $D_{yy}/h$ | $D_{zz}/h$ | $C/h$ |
|---|---|---|---|---|
| 1 | −2.7723 | −0.9507 | −13.2130 | 0 |
| 2 | 0.0526 | 0.0056 | 0.0036 | −0.2473 |
| 0 | 2.1121 | 0.7630 | −2.2340 | −0.6411 |
| total | −0.6076 | −0.1821 | −15.4434 | −0.8884 |

For the singlets $D=M$, so $C/h=-(2.1121+0.7630-2.2340)=-0.6411$ GHz. For the quintets, $C=-\tfrac23(2.0932\times10^{-25}+2.2302\times10^{-26}+1.4202\times10^{-26})$ J, which is $-0.2473$ GHz. The totals give
$$D/h=-15.4434+\tfrac12(0.6076+0.1821)=-15.05\ \text{GHz},$$
$$E/h=\tfrac12(-0.6076+0.1821)=-0.21\ \text{GHz},$$
that is $D=-9.9713\times10^{-24}$ J and $E=-1.4097\times10^{-25}$ J.

In the Cartesian basis $T_x,T_y,T_z$ of a triplet the spin matrices are those of $\mathbf L$, so $(S_c^2)_{ab}=\delta_{ab}-\delta_{ca}\delta_{cb}$ and $E(T_x)=C+D_{yy}+D_{zz}$, cyclically. Thus $T_x$ lies at $-0.8884-0.1821-15.4434=-16.5139$ GHz, $T_y$ at $-0.8884-0.6076-15.4434=-16.9394$ GHz, and $T_z$ at $-0.8884-0.6076-0.1821=-1.6781$ GHz. The formula reproduces the explicit sum over states to $2.1\times10^{-13}$ of its largest matrix element.

Exact diagonalization of $H_0+H_{SO}$ among the 924 determinants gives $-16.9110$, $-16.4910$ and $-1.6873$ GHz. These differ from second order by up to about 0.03 GHz. The two lower levels shift almost together, so $E/h$, whose magnitude is half their separation, changes only from $-0.213$ to $-0.210$ GHz, while $D/h$ changes from $-15.05$ to $-15.01$ GHz. Diagonalizing $H_0-H_{SO}$ gives $-16.9663$, $-16.5353$ and $-1.6689$ GHz, displaced the other way. A shift that changes sign with $H_{SO}$ is of odd order, here third. Time reversal removes the first order but not the third: a path from the reference through two other states and back by $h_x$, $h_y$ and $h_z$ is allowed, because the product of the three rotations is totally symmetric in $C_{2v}$. Averaging the two spectra cancels the odd orders and leaves $-16.9386$, $-16.5132$ and $-1.6781$ GHz, equal to the second-order levels within $5.2\times10^{-5}$ of the total splitting. That remainder has the size expected at fourth order, the square of the ratio $1.1139\times10^{-21}/1.4675\times10^{-19}$ for the most strongly mixed state.

## Computed values

```
projectors and weights verified for S = 1 ... 3
random model S=0.5: formula vs sum over states, rel. error 2.9e-15
random model S=1.5: formula vs sum over states, rel. error 5.4e-12
random model S=1.0: formula vs sum over states, rel. error 3.8e-12
random model S=2.0: formula vs sum over states, rel. error 1.2e-14
geometry/pm: C(0,0,0) O(0,0,121) H(0,+-94,-58); determinants: 924
e=1.602177e-19 C  hbar=1.054572e-34 J s  eps0=8.854188e-12 F/m
m_e=9.109384e-31 kg  c=299792458 m/s  a0=5.291772e-11 m  h=6.626070e-34 J s
K=e^2 hbar^2/(8 pi eps0 m^2 c^2 a0^3) = 1.16081e-22 J; 1 GHz*h = 6.62607e-25 J
SO integrals vs quadrature rel. error 6.2e-09; formula vs sum rel. error 2.1e-13
active orbital symmetries (b1 = pi): a1 b1 b2 b1 a1 b2
active orbital energies /1e-18 J: -2.3766 -1.9454 -1.5414 1.2436 2.7072 3.2247
reference triplet occupations: 2.00 1.97 1.00 1.03 0.00 0.00
smallest |Delta| = 1.0579e-19 J = 0.660 eV
channel S'=1: 188 multiplets, prefactor -1.000000
  Mxx Myy Mzz /J: 1.8370e-24 6.2991e-25 8.7550e-24
  Dxx Dyy Dzz /h GHz: -2.7723 -0.9507 -13.2130  C/h 0.0000 GHz
  D, E /h GHz: -11.3515 -0.9108
  state occ 2.00 1.00 2.00 1.00 0.00 0.00: Delta 1.4675e-19 J (0.916 eV)
    |c_z| 1.1139e-21 J, adds to Dzz/h -12.7609 GHz
  state occ 1.00 1.97 1.99 1.03 0.00 0.00: Delta 6.8942e-19 J (4.303 eV)
    |c_x| 1.0880e-21 J, adds to Dxx/h -2.5912 GHz
channel S'=2: 35 multiplets, prefactor 0.166667
  Mxx Myy Mzz /J: 2.0932e-25 2.2302e-26 1.4202e-26
  Dxx Dyy Dzz /h GHz: 0.0526 0.0056 0.0036  C/h -0.2473 GHz
  D, E /h GHz: -0.0256 0.0235
  state occ 1.00 1.81 1.00 1.19 0.00 1.00: Delta 3.4400e-18 J (21.471 eV)
    |c_x| 8.3652e-22 J, adds to Dxx/h 0.0512 GHz
  state occ 1.99 1.00 1.00 1.00 0.99 0.01: Delta 2.7463e-18 J (17.141 eV)
    |c_y| 2.4433e-22 J, adds to Dyy/h 0.0055 GHz
channel S'=0: 175 multiplets, prefactor 1.000000
  Mxx Myy Mzz /J: 1.3995e-24 5.0555e-25 -1.4803e-24
  Dxx Dyy Dzz /h GHz: 2.1121 0.7630 -2.2340  C/h -0.6411 GHz
  D, E /h GHz: -3.6715 0.6746
  state occ 2.00 1.88 1.99 0.12 0.00 0.01: Delta -7.7054e-19 J (-4.809 eV)
    |c_z| 1.5832e-21 J, adds to Dzz/h -4.9095 GHz
  state occ 1.00 1.93 1.99 1.06 0.00 0.00: Delta 8.9430e-19 J (5.582 eV)
    |c_x| 1.0831e-21 J, adds to Dxx/h 1.9798 GHz
total Dxx Dyy Dzz /J: -4.0258e-25 -1.2064e-25 -1.0233e-23
total Dxx Dyy Dzz /h GHz: -0.6076 -0.1821 -15.4434  C/h -0.8884 GHz
total D, E /J: -9.9713e-24 -1.4097e-25  /h GHz: -15.0486 -0.2127
levels Tx Ty Tz /h GHz: -16.5139 -16.9394 -1.6781
sorted second order /h GHz: -16.9394 -16.5139 -1.6781
exact H0+Hso /h GHz: -16.9110 -16.4910 -1.6873
exact H0-Hso /h GHz: -16.9663 -16.5353 -1.6689
exact even part /h GHz: -16.9386 -16.5132 -1.6781
even part vs second order, relative to total splitting: 5.2e-05
```
